# Exchange-fraction slope of a self-consistent hybrid spin-state gap: verification in Python

```python
"""
Result under test: for self-consistent global hybrids
    E_a[D] = A[D] + a*Ex_exact[D] + (1-a)*Ex_semilocal[D],
the spin-state gap G(a) = E_triplet(a) - E_singlet(a) obeys
    dG/da = X[D_triplet(a)] - X[D_singlet(a)],
    X = Ex_exact - Ex_semilocal,
with no orbital-response term. D is the self-consistent density matrix,
a the exact-exchange fraction, and A is independent of a.
Response does appear in the second derivative. Example: SiH2, PBE hybrid.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from pyscf import gto, dft, scf, cc, lib

lib.num_threads(1)
EV = constants.physical_constants["Hartree energy in eV"][0]
KJMOL_PER_EV = constants.e * constants.N_A / 1000.0
KB_EV = constants.k / constants.e
GEOMETRY = {"singlet": (1.53, 92.0), "triplet": (1.49, 118.0)}
FINE_GRID = (50, 194)
COARSE_GRID = (30, 86)


def make_molecule(state, bond, angle, basis):
    half = np.radians(angle) / 2
    y, z = bond * np.sin(half), bond * np.cos(half)
    return gto.M(atom=[["Si", (0, 0, 0)], ["H", (0, y, z)],
                       ["H", (0, -y, z)]],
                 basis=basis, spin=2 if state == "triplet" else 0,
                 unit="Angstrom", verbose=0)


def solve(state, fraction, start=None, basis="def2-svp",
          geometry=None, grid=FINE_GRID):
    bond, angle = geometry or GEOMETRY[state]
    mol = make_molecule(state, bond, angle, basis)
    mf = dft.UKS(mol) if state == "triplet" else dft.RKS(mol)
    mf.xc = f"{fraction:.6f}*HF + {1 - fraction:.6f}*PBE, PBE"
    mf.grids.atom_grid = {"Si": grid, "H": grid}
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 80
    mf.kernel(dm0=start)
    assert mf.converged, (state, fraction)
    return mf


def density(mf):
    return np.array(mf.make_rdm1())


def spin_density(mf):
    dm = density(mf)
    return dm if dm.ndim == 3 else np.array([dm / 2, dm / 2])


def exchange_parts(mf):
    """Exact and semilocal exchange energies of the converged density."""
    dm = spin_density(mf)
    k = mf.get_k(mf.mol, dm)
    exact = -0.5 * np.einsum("spq,sqp->", k, dm)
    semilocal = mf._numint.nr_uks(mf.mol, mf.grids, "PBE,", dm)[1]
    return float(exact), float(semilocal)


def exchange_difference(mf):
    exact, semilocal = exchange_parts(mf)
    return exact - semilocal


def first_derivative(values, h):
    return float(np.dot([1, -8, 0, 8, -1], values) / (12 * h))


def second_derivative(values, h):
    return float(np.dot([-1, 16, -30, 16, -1], values) / (12 * h * h))


# Self-consistent solutions on a line of exchange fractions
a0, step = 0.25, 0.05
fractions = a0 + step * np.arange(-2, 3)
energy, xdiff, response, curvature = {}, {}, {}, {}
center, pure = {}, {}
for state in GEOMETRY:
    mid = solve(state, a0)
    start = density(mid)
    runs = [mid if i == 2 else solve(state, a, start)
            for i, a in enumerate(fractions)]
    center[state] = mid
    pure[state] = solve(state, 0.0, start)
    energy[state] = np.array([m.e_tot for m in runs])
    xdiff[state] = np.array([exchange_difference(m) for m in runs])

    # Slope of independently converged energies against X
    slope_fd = first_derivative(energy[state], step)
    assert abs(slope_fd - xdiff[state][2]) < 2e-6

    # Fixed functional evaluated on the changing densities
    fixed = np.array([mid.energy_tot(density(m)) for m in runs])
    t_matrix = mid.mol.intor("int1e_kin")
    kinetic = np.array([np.einsum("pq,sqp->", t_matrix, spin_density(m))
                        for m in runs])
    response[state] = (first_derivative(fixed, step),
                       first_derivative(kinetic, step))
    assert abs(response[state][0]) < 2e-6
    assert abs(response[state][1]) > 100 * abs(response[state][0])

    # Three separate roads to the curvature; concavity of each state
    curvature[state] = (second_derivative(energy[state], step),
                        first_derivative(xdiff[state], step),
                        -second_derivative(fixed, step))
    c_energy, c_xdiff, c_fixed = curvature[state]
    tolerance = 0.02 * abs(c_energy) + 2e-6  # finite-difference error
    assert abs(c_energy - c_xdiff) < tolerance
    assert abs(c_energy - c_fixed) < tolerance
    assert c_energy < 0

    # Integrated law, by Boole quadrature
    integral = 2 * step / 45 * np.dot([7, 32, 12, 32, 7], xdiff[state])
    assert abs(integral - (energy[state][-1] - energy[state][0])) < 1e-6

# Exact exchange from its explicit four-index sum
triplet = center["triplet"]
eri = triplet.mol.intor("int2e")
explicit = sum(-0.5 * np.sum(np.tensordot(eri, d, axes=([1, 2], [0, 1])) * d)
               for d in spin_density(triplet))
assert abs(explicit - exchange_parts(triplet)[0]) < 1e-8

gap = (energy["triplet"] - energy["singlet"]) * EV
slope = (xdiff["triplet"] - xdiff["singlet"]) * EV
gap_slope_fd = first_derivative(gap, step)
assert abs(gap_slope_fd - slope[2]) < 1e-4
gap_curvature = (curvature["triplet"][0] - curvature["singlet"][0]) * EV
gap_integral = 2 * step / 45 * np.dot([7, 32, 12, 32, 7], slope)
gap_pure = (pure["triplet"].e_tot - pure["singlet"].e_tot) * EV
slope_pure = (exchange_difference(pure["triplet"])
              - exchange_difference(pure["singlet"])) * EV
tangent_pure = gap[2] - a0 * slope[2]
quadratic_pure = tangent_pure + 0.5 * a0**2 * gap_curvature

# Triplet bond length relaxed at each exchange fraction, angle held fixed
bond0, angle0 = GEOMETRY["triplet"]
offsets = np.linspace(-0.06, 0.06, 5)
triplet_start = density(triplet)
relaxed_energy, relaxed_bond = [], []
for a in (a0 - step, a0 + step):
    curve = [solve("triplet", a, triplet_start, grid=COARSE_GRID,
                   geometry=(bond0 + d, angle0)).e_tot for d in offsets]
    shift = curve[2]
    poly = np.polyfit(offsets / 0.06, np.array(curve) - shift, 4)
    best = minimize_scalar(lambda u: np.polyval(poly, u), bounds=(-1, 1),
                           method="bounded", options={"xatol": 1e-8})
    assert abs(best.x) < 0.95
    relaxed_energy.append(best.fun + shift)
    relaxed_bond.append(bond0 + 0.06 * best.x)
relaxed_slope = (relaxed_energy[1] - relaxed_energy[0]) / (2 * step)
relaxed_mid = solve("triplet", a0, triplet_start, grid=COARSE_GRID,
                    geometry=(np.mean(relaxed_bond), angle0))
relaxed_x = exchange_difference(relaxed_mid)
assert abs(relaxed_slope - relaxed_x) < 2e-5

# Sizes of effects left out of the example
large = {s: solve(s, a0, basis="def2-tzvp") for s in GEOMETRY}
gap_large = (large["triplet"].e_tot - large["singlet"].e_tot) * EV
slope_large = (exchange_difference(large["triplet"])
               - exchange_difference(large["singlet"])) * EV
vertical = solve("triplet", a0, triplet_start, geometry=GEOMETRY["singlet"])
gap_vertical = (vertical.e_tot - center["singlet"].e_tot) * EV
slope_vertical = (exchange_difference(vertical)
                  - xdiff["singlet"][2]) * EV
reference = {}
for state in GEOMETRY:
    mol = center[state].mol
    hf = scf.UHF(mol) if state == "triplet" else scf.RHF(mol)
    hf.conv_tol = 1e-10
    hf.kernel(dm0=density(center[state]))
    assert hf.converged
    solver = (cc.UCCSD(hf, frozen=5) if state == "triplet"
              else cc.CCSD(hf, frozen=5))
    solver.kernel()
    assert solver.converged
    reference[state] = solver.e_tot + solver.ccsd_t()
gap_cc = (reference["triplet"] - reference["singlet"]) * EV
temperature = 900.0
thermal = KB_EV * temperature
change = 0.1 * slope[2]

print("SiH2, PBE hybrid, def2-SVP; gap = triplet - singlet")
for state, (bond, angle) in GEOMETRY.items():
    print(f"{state}: bond {bond:.2f} angstrom, angle {angle:.0f} deg")
print(f"central exchange fraction {a0:.2f}, step {step:.2f}")
for a, g, s in zip(fractions, gap, slope):
    print(f"a={a:.2f}: gap {g:.5f} eV, X difference {s:.5f} eV")
for state in GEOMETRY:
    exact, semilocal = exchange_parts(center[state])
    print(f"{state} exact exchange: {exact * EV:.4f} eV")
    print(f"{state} semilocal exchange: {semilocal * EV:.4f} eV")
    print(f"{state} X: {xdiff[state][2] * EV:.5f} eV")
    fd = first_derivative(energy[state], step) * EV
    print(f"{state} energy slope, finite difference: {fd:.5f} eV")
    print(f"{state} total response slope: {response[state][0]*EV:.1e} eV")
    print(f"{state} kinetic response slope: {response[state][1]*EV:.4f} eV")
    c = np.array(curvature[state]) * EV
    print(f"{state} curvature from E, X, fixed functional: "
          f"{c[0]:.5f}, {c[1]:.5f}, {c[2]:.5f} eV")
print(f"gap slope, finite difference: {gap_slope_fd:.5f} eV")
print(f"gap slope, X difference: {slope[2]:.5f} eV")
print(f"gap slope: {slope[2] * KJMOL_PER_EV:.2f} kJ/mol")
print(f"gap curvature: {gap_curvature:.5f} eV")
print(f"gap change a=0.15 to 0.35, direct: {gap[-1] - gap[0]:.6f} eV")
print(f"gap change a=0.15 to 0.35, integral: {gap_integral:.6f} eV")
print(f"a=0: gap {gap_pure:.5f} eV, X difference {slope_pure:.5f} eV")
print(f"a=0 gap from tangent at a=0.25: {tangent_pure:.5f} eV")
print(f"a=0 gap from quadratic at a=0.25: {quadratic_pure:.5f} eV")
print(f"triplet relaxed bond at a=0.20: {relaxed_bond[0]:.5f} angstrom")
print(f"triplet relaxed bond at a=0.30: {relaxed_bond[1]:.5f} angstrom")
print(f"relaxed triplet slope (coarse grid): {relaxed_slope * EV:.5f} eV")
print(f"X at relaxed bond (coarse grid): {relaxed_x * EV:.5f} eV")
print(f"triplet <S^2> at a=0.25: {triplet.spin_square()[0]:.5f}")
print(f"def2-TZVP: gap {gap_large:.4f} eV, slope {slope_large:.4f} eV")
print(f"triplet at singlet geometry: gap {gap_vertical:.4f} eV, "
      f"slope {slope_vertical:.4f} eV")
print(f"frozen-core CCSD(T)/def2-SVP gap: {gap_cc:.4f} eV")
print(f"gap change for a + 0.1, tangent: {change:.4f} eV")
print(f"thermal energy at {temperature:.0f} K: {thermal:.4f} eV")
print(f"Boltzmann ratio factor for a + 0.1: {np.exp(-change/thermal):.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
SiH2, PBE hybrid, def2-SVP; gap = triplet - singlet
singlet: bond 1.53 angstrom, angle 92 deg
triplet: bond 1.49 angstrom, angle 118 deg
central exchange fraction 0.25, step 0.05
a=0.15: gap 0.65583 eV, X difference -0.21187 eV
a=0.20: gap 0.64528 eV, X difference -0.21031 eV
a=0.25: gap 0.63480 eV, X difference -0.20881 eV
a=0.30: gap 0.62440 eV, X difference -0.20737 eV
a=0.35: gap 0.61406 eV, X difference -0.20598 eV
singlet exact exchange: -570.5882 eV
singlet semilocal exchange: -567.3067 eV
singlet X: -3.28154 eV
singlet energy slope, finite difference: -3.28154 eV
singlet total response slope: 6.3e-08 eV
singlet kinetic response slope: 12.1761 eV
singlet curvature from E, X, fixed functional: -0.47353, -0.47353, -0.47353 eV
triplet exact exchange: -571.5703 eV
triplet semilocal exchange: -568.0800 eV
triplet X: -3.49035 eV
triplet energy slope, finite difference: -3.49035 eV
triplet total response slope: 6.8e-08 eV
triplet kinetic response slope: 13.1312 eV
triplet curvature from E, X, fixed functional: -0.44410, -0.44410, -0.44410 eV
gap slope, finite difference: -0.20881 eV
gap slope, X difference: -0.20881 eV
gap slope: -20.15 kJ/mol
gap curvature: 0.02943 eV
gap change a=0.15 to 0.35, direct: -0.041770 eV
gap change a=0.15 to 0.35, integral: -0.041770 eV
a=0: gap 0.68798 eV, X difference -0.21689 eV
a=0 gap from tangent at a=0.25: 0.68700 eV
a=0 gap from quadratic at a=0.25: 0.68792 eV
triplet relaxed bond at a=0.20: 1.49590 angstrom
triplet relaxed bond at a=0.30: 1.49131 angstrom
relaxed triplet slope (coarse grid): -3.48719 eV
X at relaxed bond (coarse grid): -3.48724 eV
triplet <S^2> at a=0.25: 2.00264
def2-TZVP: gap 0.6497 eV, slope -0.2116 eV
triplet at singlet geometry: gap 1.0142 eV, slope -0.1037 eV
frozen-core CCSD(T)/def2-SVP gap: 0.7854 eV
gap change for a + 0.1, tangent: -0.0209 eV
thermal energy at 900 K: 0.0776 eV
Boltzmann ratio factor for a + 0.1: 1.309
ALL CHECKS PASSED
```
